Phonon-drag thermopower: full drag, Herring's formula and saturation, part 2

A temperature gradient makes phonons push electrons along. The thermopower S is defined at zero current by E = S∇T, with E the electrochemical field; S here means the drag part only. SI units are used.

Electrons have charge −e, with e > 0, density n, drift velocity u, energy ε_k = ħ²k²/(2m) and occupation f₀(ε_k − ħk·u), the drifted form. Phonons have ω = v_s q, equilibrium occupation N₀(ε) = 1/[exp(ε/k_BT) − 1], deviation δN from it, and mode heat capacity C_q, with ΣC_q = C_ph. Sums over q refer to unit volume. Electrons relax a mode at the rate 1/τ_pe, other causes at 1/τ₀, and 1/τ is their sum.

Part (b), for deformation potential D, mass density ρ and chemical potential ζ, without screening, found the squared coupling |M|² = D²ħq/(2ρv_s) and

1/τ_pe = D²m²k_BT Λ_q/(2πρv_s ħ⁴),

Λ_q = ln(1+e^{η−b}) − ln(1+e^{η−b−z}),

with η = ζ/(k_BT), b = ħ²k₀²/(2mk_BT), z = ħω/(k_BT) and k₀ = mv_s/ħ − q/2. For dilute carriers 1/τ_pe is proportional to n; in the degenerate limit Λ_q ≈ z.

Part (d) gave the force per volume on the electrons and the thermopower:

F = Σ_q ħq (δN−δN_u)/τ_pe,

S = −[1/(3ne)] Σ_q C_q τ/τ_pe.

A drift at uniform temperature produces

δN = (τ/τ_pe)δN_u, with δN_u = ħq·u (−∂N₀/∂ε).

Full drag gives the metal formula of part (a), S = −C_ph/(3ne). The final printout includes that metal, also with bent (sine) phonon dispersion.

Part (e) used (ħω)²(−∂N₀/∂ε) = TC_q and found Π = TS for the Peltier coefficient Π, the heat current divided by the electric current j = −neu. The phonon heat current is v_s² times the phonon momentum density.

**Part (f)** asks: let μ be the mobility with phonons held in equilibrium, defined by u = −μE, and β the fraction of the electrons' momentum loss that then goes to phonons. Express S through μ, β and a phonon mean free path l_ph.

**Solution.** With phonons held at N₀, set δN = 0 in the force of part (d). The friction on the electrons is

F = −Σ_q ħq δN_u/τ_pe = −(u/3) Σ_q ħ²q² (−∂N₀/∂ε)/τ_pe.

Since ħ²q² = (ħω)²/v_s², the identity of part (e) turns this into

F = −[uT/(3v_s²)] Σ_q C_q/τ_pe.

A mobility μ_ph limited by phonons alone corresponds to the balance −neE + F = 0 with u = −μ_ph E, hence to F = −neu/μ_ph. Comparison gives

(1/3) Σ_q C_q/τ_pe = ne v_s²/(μ_ph T).

The left side describes phonons relaxed by electrons, and the right side electrons relaxed by phonons. The two are tied together because they come from the same collisions.

Let impurities add a friction −neu/μ_imp. Then 1/μ = 1/μ_imp + 1/μ_ph, and the phonon share of the loss is

β = (1/μ_ph)/(1/μ) = μ/μ_ph, so β/μ = 1/μ_ph.

Define the mean phonon lifetime with the weight C_q/τ_pe,

⟨τ⟩ = Σ_q(C_q/τ_pe)τ / Σ_q(C_q/τ_pe), and l_ph = v_s⟨τ⟩.

The general thermopower becomes

S = −[⟨τ⟩/(3ne)] Σ_q C_q/τ_pe = −v_s²⟨τ⟩/(μ_ph T),

or

S = −β v_s l_ph/(μT).

This is Herring's formula, with the sign for electrons. The weight selects the phonons that electrons scatter from, which in a semiconductor can have much smaller q, and longer paths, than those that carry most of the heat. Within the drifted form, impurities that scatter electrons but not phonons change β and μ in the same ratio and leave S unaltered.

**Which mobility?** In a real current the phonons are dragged and return part of the momentum. The friction from phonons is then

F = Σ_q ħq(δN−δN_u)/τ_pe = −Σ_q ħq (δN_u/τ_pe)(1−τ/τ_pe).

Because 1−τ/τ_pe = τ/τ₀, each mode's friction is reduced by τ/τ₀. If τ₀ is the same for all modes, the phonon term in the inverse mobility falls from 1/μ_ph to ⟨τ⟩/(τ₀μ_ph). Let μ_a be the actual mobility and β_a the net fraction of momentum lost through phonons. Then

β_a/μ_a = ⟨τ⟩/(τ₀μ_ph),

and multiplication by v_s²τ₀/T gives

β_a v_s²τ₀/(μ_a T) = v_s²⟨τ⟩/(μ_ph T) = |S|.

There are thus two consistent accounts: β and μ with the full lifetime ⟨τ⟩, or β_a and μ_a with τ₀. Combining β_a and μ_a with ⟨τ⟩ would include the reduction ⟨τ⟩/τ₀ twice.

### (g) What doping does

Let τ₀ be the same for all modes and l₀ = v_sτ₀. Find how |S| behaves as n rises, and bound it without evaluating the full sum.

**Solution.** Put r_q = τ₀/τ_pe. Then τ/τ_pe = r_q/(1+r_q), and

|S| = [1/(3ne)] Σ_q C_q r_q/(1+r_q).

Two reference values are useful:

S_d = [1/(3ne)] Σ_q C_q r_q = v_s l₀/(μ_ph T), and S_f = C_ph/(3ne).

The first ignores the shortening of phonon paths by electrons; the second is full drag. Since r/(1+r) is below both r and 1, |S| lies below both.

A sharper bound follows from curvature. The function g(r) = r/(1+r) has g″ = −2/(1+r)³ < 0, so it lies below its tangent at any point. Draw the tangent at r̄ = Σ_q C_q r_q/C_ph and average with weights C_q/C_ph. The linear term vanishes, and the average of g is at most g(r̄). Since S_d = S_f r̄,

|S| ≤ S_f r̄/(1+r̄) = S_d S_f/(S_d+S_f).

For a lower bound write |S| = S_d⟨1/(1+r)⟩, where ⟨…⟩ has the weight C_q r_q, equivalent to C_q/τ_pe. The function 1/(1+r) curves upwards and lies above its tangents, so

|S| ≥ S_d/(1+⟨r⟩).

For dilute carriers r_q is proportional to n. Then ⟨r⟩ = n/n_s, which defines a density n_s, while S_d does not depend on n. The lower bound becomes

S_d/(1+n/n_s).

It would be the full answer if all contributing modes had the same r. In general it agrees with the sum through first order in ⟨r⟩, because 1/(1+r) = 1 − r + …, and it lies at no point above the true curve.

This is saturation. At low doping S is independent of n: more electrons receive proportionally more momentum. Once r_q is large, a mode has already given nearly all its momentum to the electrons, and further electrons must share it. What saturates is the momentum supplied by the mode; |S| itself falls. This order of events assumes that the r_q reach 1 while the carriers are still dilute. If l₀ is so short that the gas becomes degenerate first, |S| follows S_d, which then depends on n and can rise: in the model of part (h) with l₀ reduced to 1 μm, |S| grows from 7.6 to about 17 μV/K near 2×10²⁵ m⁻³ before it falls.

The fall need not follow 1/n. Define the heat capacity that takes part in the drag,

C_act = 3ne|S| = Σ_q C_q r_q/(1+r_q).

The derivative of Λ_q with respect to η is 1/(1+e^{b−η}) − 1/(1+e^{b+z−η}), which is positive. Every r_q therefore grows with doping, and so does C_act. The growth is bounded: Λ_q approaches z in the degenerate limit of part (b), so r_q saturates at a finite value and C_act stays below C_ph. If those limiting r_q are large for the modes that carry the heat capacity, C_act comes close to C_ph and the semiconductor formula becomes the metal formula.

### (h) A model semiconductor at 20 K

Take m = 0.30 electron masses, v_s = 5000 m/s, ρ = 5000 kg/m³, D = 5.0 eV, one longitudinal branch and l₀ = 1.0 mm for all modes. Evaluate the drag at n = 10²¹ m⁻³ with μ_imp = 20 m²/(V s), follow it from low to metallic density, and judge the drifted form used for the electrons.

**Solution.** The thermal electron wavenumber √(2mk_BT)/ħ is 1.16×10⁸ m⁻¹. Twice this is still below k_BT/(ħv_s) = 5.24×10⁸ m⁻¹, so dilute electrons scatter mainly from phonons of less than thermal energy. The sums give μ_ph = 32.74 m²/(V s) for dilute carriers. An integration over the electrons' own emission and absorption processes gives the same value, which tests the relation of part (f). The dilute thermopower is

|S| = 5000 × 1.0×10⁻³/(32.74 × 20) V/K = 7.64×10⁻³ V/K = 7640 μV/K.

At n = 10²¹ m⁻³ the phonon-limited mobility is 32.70 m²/(V s), and with impurities μ = 12.41 m²/(V s). Thus β = 12.41/32.70 = 0.3795. Electrons shorten the weighted phonon path to l_ph = 0.8405 mm, and

S = −0.3795 × 5000 × 8.405×10⁻⁴/(12.41 × 20) V/K = −6430 μV/K.

The other account uses μ_a = 13.21 m²/(V s), β_a = 0.3396 and l₀:

S = −0.3396 × 5000 × 1.0×10⁻³/(13.21 × 20) V/K = −6430 μV/K.

A matrix solution of the coupled phonon and electron balances gives this value too, and it is unchanged when μ_imp is made ten times larger. The Peltier coefficient is −128.5 mV, equal to TS.

The density dependence is as follows, with |S| and the two bounds of part (g) in μV/K and l_ph in mm.

| n (m⁻³) | l_ph | lower | \|S\| | upper |
|---|---|---|---|---|
| 10¹⁹ | 0.998 | 7621 | 7621 | 7636 |
| 10²¹ | 0.840 | 6366 | 6427 | 7636 |
| 10²² | 0.405 | 2597 | 3137 | 7632 |
| 10²³ | 0.0975 | 468 | 837 | 7414 |
| 10²⁴ | 0.0180 | 144 | 237 | 3844 |
| 10²⁶ | 0.00216 | 32.7 | 37.2 | 54.1 |
| 10²⁸ | 0.00153 | 0.441 | 0.542 | 0.542 |

For the third row the upper bound follows from S_d = 7740 μV/K and S_f = 5.43×10⁵ μV/K.

The saturation density is n_s = 4.96×10²¹ m⁻³, and the fall sets in around it. From 10²² to 10²³ m⁻³ the thermopower drops by a factor 3137/837 = 3.7, not 10, mainly because modes that are only weakly or partly dragged at 10²² m⁻³, with r_q below 1, give a larger share of their momentum to the electrons as n rises. With every r_q strictly proportional to n the factor would be 4.2; the onset of degeneracy, which brings in modes of larger q, lowers it to 3.7. The participating heat capacity rises from

3 × 10²² × 1.602×10⁻¹⁹ × 3.137×10⁻³ = 15 J/(m³ K)

to 40 J/(m³ K), still far below the 2609 J/(m³ K) of the whole branch. At 10²³ m⁻³ the gas is becoming degenerate, with η = 0.83, and the law with fixed n_s no longer has its dilute-carrier basis.

At 10²⁸ m⁻³ full drag would give 0.543 μV/K, and the sum reaches 99.8 per cent of it. This end of the table demonstrates the limit within the model and does not predict a real heavily doped crystal: screening, which weakens the coupling, is omitted, and so is phonon scattering by the dopants. Screening also touches the middle rows: for a relative permittivity of 12 the Thomas-Fermi wavenumber q_s reaches twice the thermal electron wavenumber near 10²³ m⁻³, and a factor [q²/(q²+q_s²)]² in the rate lowers |S| by roughly 10 per cent between 10²² and 10²⁴ m⁻³. Throughout, n is the free-carrier density; at 20 K it can lie far below the dopant density, since donors freeze out.

**The drifted form.** When electron-electron collisions are rare, electrons of different energy drift differently. The effect can be estimated for dilute carriers scattered by phonons alone. For nearly elastic scattering, |M|² is proportional to q and the phonon occupation k_BT/(ħv_s q) to 1/q. Their product is independent of q, so the scattering is isotropic and its rate 1/τ_e follows the density of final states, proportional to k.

Let w = ε/(k_BT), so that 1/τ_e is proportional to w^{1/2}. A field E along x produces the deviation −eEτ_e v_x(−∂f₀/∂ε), and the current contains a further v_x. With v_x² proportional to w on average, and a density of states proportional to w^{1/2}, the mobility is

μ_B = (e/m)⟨τ_e⟩_w,

where ⟨…⟩_w is the average with weight w^{3/2}e^{−w}. The drifted form instead has the deviation mu v_x(−∂f₀/∂ε), whose momentum loss carries the same weight, and gives

μ_drift = (e/m)/⟨1/τ_e⟩_w.

The averages are ⟨w^{−1/2}⟩_w = Γ(2)/Γ(5/2) and ⟨w^{1/2}⟩_w = Γ(3)/Γ(5/2). With Γ(5/2) = 3√π/4,

μ_B/μ_drift = 2/Γ(5/2)² = 32/(9π) = 1.13.

In this elastic, equipartition limit the drifted form thus underestimates the mobility by 12 per cent relative to μ_B. For the model at 20 K, where a typical collision has ħω of about 0.4 k_BT, the figure is only an estimate. Since |S| varies as 1/μ for dilute carriers scattered by phonons alone, as shown next, the drifted form overestimates the dilute |S| by a comparable factor.

Herring's formula itself survives the change in the dilute limit, if τ₀ is constant. The field supplies momentum to the electrons at the rate −neE, and a fraction β of it enters the phonons, which lose it at the rate 1/τ₀. Their momentum density is −βneEτ₀, and their heat current is v_s² times that. Dividing by j = neμE gives

Π = −βv_s²τ₀/μ, so S = Π/T = −βv_s l₀/(μT).

No form of the electron distribution was assumed in finding Π; β and μ must be those of the actual distribution. The step to S takes the Kelvin relation as a general result, whereas part (e) verified it only for the drifted form. The numerical check accompanying this problem covers the collision rates, the coupled balances, the bounds and the metallic limit.

Computed results

```
SEMICONDUCTOR MODEL, one phonon branch
effective mass / electron mass = 0.30
temperature = 20.0 K
sound speed = 5000 m/s
mass density = 5000 kg/m^3
deformation potential = 5.0 eV
phonon path without electrons l0 = 1.000 mm
phonon lifetime without electrons = 200.0 ns
thermal electron wavenumber = 1.1649e+08 1/m
thermal phonon wavenumber kT/(hbar v) = 5.2368e+08 1/m
branch heat capacity = 2609.2945 J/(m^3 K)
dilute mobility, phonon side = 32.7402 m^2/(V s)
dilute mobility, electron side = 32.7403 m^2/(V s)
dilute Herring |S| = 7635.87 uV/K
one-group saturation density n_s = 4.9632e+21 1/m^3
initial slope test, expected 1: 0.9801
energy-dependent/drifted mobility = 1.1318
EXAMPLE DOPING
electron density = 1.000e+21 1/m^3
impurity mobility = 20.000 m^2/(V s)
phonon-limited mobility = 32.6950 m^2/(V s)
mobility with equilibrium phonons = 12.4091 m^2/(V s)
beta with equilibrium phonons = 0.37954
weighted phonon path = 0.84047 mm
mobility with dragged phonons = 13.2089 m^2/(V s)
net beta with dragged phonons = 0.33955
S from Herring formula = -6426.60 uV/K
S from coupled balances = -6426.60 uV/K
S with tenfold impurity mobility = -6426.60 uV/K
Peltier coefficient = -128.5320 mV
DOPING TABLE: |S| and bounds in uV/K, path in mm
n(1/m^3) eta path |S| lower upper fixed-l0 full-drag
1e+19 -8.867 0.99799 7620.6 7620.6 7635.9 7636 5.4286e+08
1e+20 -6.564 0.98038 7487.1 7486.1 7635.8 7636.9 5.4286e+07
1e+21 -4.257 0.84047 6426.6 6366 7635.7 7646.4 5.4286e+06
1e+22 -1.910 0.40528 3137.1 2596.8 7631.7 7740.5 5.4286e+05
1e+23 0.832 0.09749 837.16 468.39 7414.2 8586.9 54286
1e+24 6.932 0.01797 236.6 144.03 3843.9 13168 5428.6
1e+26 151.937 0.00216 37.169 32.734 54.116 17220 54.286
1e+28 3272.810 0.00153 0.54176 0.44121 0.54203 354.28 0.54286
METAL MODEL, three equal branches
electron and ion density = 6.00e+28 1/m^3
sound speed = 3000 m/s
Debye temperature = 349.66 K
heat capacity at 20 K = 3.62360e+04 J/(m^3 K)
full-drag S at 20 K = -1.2565 uV/K
sine dispersion, force/(C/3) at 20 K = 0.85087
sine dispersion, force/(C/3) at 300 K = 0.43778
```
